# Why a one-line quartic fit fails for interstitial oxygen in silicon

Before a potential for interstitial oxygen is used to predict another infrared line, an isotope shift or a thermal population, one must decide how many coefficients it needs. A quartic well with one coefficient can be fitted to the transition at 29.3 cm⁻¹. If it then fails at 37.8 cm⁻¹, its later predictions have no sound basis, and the direction of the failure can suggest what to add, though it need not single out one remedy.

## The model and its radial equation

The oxygen atom bridges two silicon neighbours. Let $r,\varphi$ be its polar coordinates in the plane normal to the Si–Si axis, measured from the bond centre. The neighbours are first held fixed, motion along the axis is absorbed into an effective potential, and the plane is taken to be isotropic:

$$V(r)=Ar^2+Br^4,\qquad B>0 .$$

In atomic units, with moving mass $m$, the Schrödinger equation is

$$-\frac1{2m}\left(\frac{\partial^2}{\partial r^2}+\frac1r\frac{\partial}{\partial r}+\frac1{r^2}\frac{\partial^2}{\partial\varphi^2}\right)\psi+V\psi=E\psi .$$

Insert $\psi=R(r)e^{\pm il\varphi}$. Single-valuedness makes $l$ an integer, which we take as $l\ge0$. Two angular derivatives give $-l^2$, so

$$-\frac1{2m}\left(R''+\frac{R'}r-\frac{l^2}{r^2}R\right)+VR=ER .$$

The regular solution behaves as $r^l$ at the origin. Levels with $l>0$ are doubly degenerate. The in-plane dipole contains $r\cos\varphi$ and $r\sin\varphi$, hence $e^{\pm i\varphi}$, and its angular integral vanishes unless the angular momentum changes by one. We assign 29.3 cm⁻¹ to $0\to1$ and 37.8 cm⁻¹ to $1\to2$, each between the lowest radial states.

## What the naive fit can and cannot adjust

Set $r=sx$. The kinetic term acquires the factor $1/(ms^2)$ and the quartic term the factor $Bs^4$. Making these equal fixes the units of length and energy:

$$s=(mB)^{-1/6},\qquad W=\frac1{ms^2}=m^{-2/3}B^{1/3}.$$

Dividing the Hamiltonian by $W$ leaves

$$h=-\tfrac12\nabla_x^2-\kappa x^2+x^4,\qquad
\kappa=-\frac{As^2}{W}=-A\,m^{1/3}B^{-2/3}.$$

The last form follows from $s^2/W=ms^4=m(mB)^{-2/3}$. Positive $\kappa$ means negative $A$, a hump at the bond centre.

Let $g_{01},g_{12},g_{23}$ be the successive gaps of $h$. A physical gap is $W$ times a scaled one, so

$$\frac{E_{12}}{E_{01}}=\frac{g_{12}(\kappa)}{g_{01}(\kappa)} .$$

For the naive choice $A=0$ the right side is a pure number. Neither $B$ nor the mass can change it. The second line therefore tests the shape of the well, and we need that number accurately.

## A basis that makes the powers simple

Use the eigenfunctions of a two-dimensional oscillator of frequency $\omega$. With $t=\omega x^2$, try $R=t^{l/2}e^{-t/2}L(t)$. Since $d/dx=2\omega x\,d/dt$,

$$R''+\frac{R'}x=4\omega(tR_{tt}+R_t).$$

Differentiating the trial form gives

$$tR_{tt}+R_t=t^{l/2}e^{-t/2}\left[tL''+(l+1-t)L'+\left(\frac{l^2}{4t}+\frac t4-\frac{l+1}2\right)L\right].$$

Multiply by $-2\omega$ and add the centrifugal term $\omega l^2/(2t)$ and the oscillator potential $\omega t/2$. The terms in $1/t$ and $t$ cancel, leaving

$$-2\omega[tL''+(l+1-t)L']+\omega(l+1)L=\varepsilon L .$$

The associated Laguerre polynomial $L_n^{l}$ satisfies $tL''+(l+1-t)L'=-nL$, so $\varepsilon=\omega(2n+l+1)$.

Its three-term recurrence is

$$tL_n^l=(2n+l+1)L_n^l-(n+1)L_{n+1}^l-(n+l)L_{n-1}^l .$$

The weight $t^le^{-t}$ gives the squared norm $(n+l)!/n!$. The normalizing factor is thus $N_n\propto\sqrt{n!/(n+l)!}$, and $N_n/N_{n+1}=\sqrt{(n+l+1)/(n+1)}$. Multiplying the coefficient $-(n+1)$ by this ratio yields

$$\langle n|x^2|n\rangle=\frac{2n+l+1}\omega,\qquad
\langle n+1|x^2|n\rangle=-\frac{\sqrt{(n+1)(n+l+1)}}\omega .$$

The kinetic matrix is the oscillator Hamiltonian minus its potential:

$$T=\omega(2n+l+1)\,\delta_{nn'}-\tfrac12\omega^2(x^2)_{nn'} .$$

The matrix of $x^4$ is the square of that of $x^2$. Squaring an already truncated matrix would spoil its last diagonal element, because the path through the first omitted function is missing. We therefore square in a slightly larger basis and truncate afterwards. Diagonalization then gives upper bounds to the levels of each $l$; differences of bounds are not themselves bounds, so the gaps need a convergence test. Going from 60 functions with $\omega=4$ to 45 with $\omega=3$ changes the three gaps by no more than about one part in $10^5$.

## The failure and its direction

For $\kappa=0$ the gaps are 1.92100, 2.22619 and 2.46633. The one-line fit predicts

$$E_{12}=0.003633\ \mathrm{eV}\times\frac{2.22619}{1.92100}
=0.004210\ \mathrm{eV}=33.95\ \mathrm{cm^{-1}} .$$

This is 10.2 percent below the given 37.8 cm⁻¹. Half a unit in the last digit of both inputs moves their ratio by about 0.3 percent, so rounding is not the cause.

There is a trap here. The same well puts $2\to3$ at 37.62 cm⁻¹, close to the line we wanted. Matching lines by position alone would turn the failure into an apparent success, at the price of an unassigned $1\to2$ line near 34 cm⁻¹. The test must follow angular momentum.

To see which sign of $A$ helps, differentiate a level with respect to $\kappa$. For a normalized eigenstate the changes of the wavefunction contribute $\varepsilon\,d\langle\psi|\psi\rangle/d\kappa=0$, leaving

$$\frac{d\varepsilon_l}{d\kappa}=-\langle x^2\rangle_l .$$

Each gap therefore changes at minus the difference of two mean-square radii. At the two-line fit found below, the rms radii for $l=0,1,2$ are 0.2653, 0.3321 and 0.3776 Å, with $s=0.3150$ Å. Squaring and dividing by $s^2$ gives $\langle x^2\rangle=0.709,\ 1.112,\ 1.437$. Taking the differences before rounding, $g_{01}$ falls at the rate 0.402 and $g_{12}$ at 0.326, and

$$\frac{d}{d\kappa}\ln\frac{g_{12}}{g_{01}}
=-\frac{0.326}{1.779}+\frac{0.402}{1.379}\approx0.11 .$$

A stronger hump lowers both gaps, but the first by the larger fraction, so their ratio rises. At $\kappa=0$, where the naive fit fails, the rates are 0.377 and 0.318 and the logarithmic slope is 0.054: half as large, with the same sign.

Two limits show the range available. For large negative $\kappa$ the well is harmonic, with $\Omega=\sqrt{-2\kappa}$. Its lowest states have $\langle x^4\rangle=(l+1)(l+2)/\Omega^2$. To first order the first two gaps are $\Omega+4/\Omega^2$ and $\Omega+6/\Omega^2$, with ratio approximately $1+2/\Omega^3$. At $\kappa=-20$ this is 1.008; diagonalization gives 1.0073.

For large positive $\kappa$ the particle lies near the ring $x_0^2=\kappa/2$. Apart from a common radial energy, its levels are $l^2/(2x_0^2)$. Successive gaps are proportional to $1,3,5$, so the ratio tends to 3; at $\kappa=15$ it is 2.9954. The required 1.2901 lies between these limits. Over 71 equally spaced values from $-20$ to 15 the ratio crosses it once.

## The repaired scheme

One line cannot determine two coefficients. The scheme therefore uses both lines as input and moves the test to the next transition:

1. For a trial $\kappa$, diagonalize $h$ for $l=0,1,2,3$.
2. Adjust $\kappa$ until $g_{12}/g_{01}=E_{12}/E_{01}$.
3. Set $W=E_{01}/g_{01}$ and predict $E_{23}=Wg_{23}$.
4. Choose the mass and restore lengths through $s=\sqrt{\hbar^2/(mW)}$, $B=W/s^4$ and $A=-\kappa W/s^2$.

The root is $\kappa=1.3826$, with gaps 1.37883, 1.77883 and 2.07089. Thus

$$W=\frac{0.003633}{1.37883}=0.002635\ \mathrm{eV},$$

$$E_{23}=0.002635\times2.07089=0.00546\ \mathrm{eV}=44.0\ \mathrm{cm^{-1}} .$$

For oxygen-16 moving between fixed neighbours, $A=-0.0367$ eV/Å² and $B=0.268$ eV/Å⁴. Setting $V'=2Ar+4Br^3=0$ gives the minimum and, by substitution, the hump height:

$$r_0=\sqrt{\frac{-A}{2B}}=s\sqrt{\frac\kappa2}=0.262\ \text{Å},\qquad
\frac{A^2}{4B}=\frac{\kappa^2W}{4}=0.00126\ \mathrm{eV}.$$

The height is independent of the assumed mass; the radius is not.

The hump does not mean that the atom avoids the centre. The ground level lies 0.0017 eV above the hump top. At $x=0$, where the scaled potential is zero, the wave equation gives $\nabla_x^2\psi(0)=-2\varepsilon_0\psi(0)$. Since $\varepsilon_0>0$, a positive ground-state wavefunction curves downward there, and the density per unit area has a local maximum at the bond centre. The probability per unit radius contains an extra factor $r$ and vanishes there, which is compatible with an rms radius of 0.265 Å.

A Cartesian calculation tests the separation into $l$ sectors. On a grid of spacing $d$, functions with wavenumbers between $-\pi/d$ and $\pi/d$ have the one-dimensional kinetic matrix

$$T_{ij}=\frac1{2\pi}\int_{-\pi}^{\pi}\frac{k^2}{2d^2}e^{ik(i-j)}\,dk .$$

This equals $\pi^2/(6d^2)$ for $i=j$ and $(-1)^{i-j}/[d^2(i-j)^2]$ otherwise. With 35 points per direction over $|x|,|y|\le3.8$, the lowest twelve states, degeneracies included, agree with the radial levels to within three parts in $10^5$, both for $\kappa=0$ and for the fit. Repeated in eV and Å with the fitted $A$ and $B$, the grid returns all three lines to about one part in $10^5$. This tests the solution of the model, not the model's truth.

## What the second line does not prove

With a quartic wall the fit needs a hump, but a sufficiently steep wall can do without one. Consider a flat disc of radius $a$ with a hard wall. Its radial solutions are $J_l(pr)$ with $J_l(pa)=0$, so $E_l=j_{l,1}^2/(2ma^2)$, where $j_{l,1}$ is the first positive zero. Fitted to the first line, the disc predicts 38.50 cm⁻¹ for the second, only about 2 percent high, with no hump at all. A pure $r^6$ well gives 35.93 cm⁻¹. As the power grows from six towards the hard wall, the prediction passes continuously through 37.8 cm⁻¹. Two lines thus reject the pure quartic without establishing a hump.

The third line carries further information. The humped quartic puts it at 44.0 cm⁻¹. A hump-free well $r^p$ with $p\approx12.3$, which fits both lines, puts it at about 45.6 cm⁻¹, and the disc, which slightly misses the second line, at 47.2 cm⁻¹. A hump $-\kappa x^2$ with a sextic wall, refitted to the same two lines, gives 44.7 cm⁻¹, but its hump is only 0.00065 eV high, about half the quartic value. The predicted line is much less sensitive to this change of wall than the inferred hump. The quoted 0.00126 eV is a parameter of the quartic model, not a measured barrier.

## The real defect

A further measured line lies roughly at 43 cm⁻¹, and we assign it to $2\to3$. The humped quartic is about 1 cm⁻¹ too high, and the disc about 4. Rounding of the two inputs moves the quartic prediction only between 43.9 and 44.1 cm⁻¹, so it does not explain the remainder. The sextic wall moves the prediction the wrong way, while a softer wall moves it the right way: a hump with a cubic wall $x^3$, refitted to the same two lines, gives 43.5 cm⁻¹. The shape of the wall is therefore one possible source of the remainder. Coupling to the oxygen stretching mode and to lattice phonons is not calculated here, and the cause of the remainder stays open.

Silicon neighbours do recoil. In the limit where both move freely together, momentum conservation gives the relative motion the mass

$$\frac1\mu=\frac1{m_{\mathrm O}}+\frac1{2m_{\mathrm{Si}}},$$

or 12.450 u instead of 15.995 u. After refitting, the three lines are unchanged, but the ring radius grows from 0.262 to 0.297 Å, by 13 percent. Neighbours bound to a lattice are not free, so this is an estimate of sensitivity, not a corrected radius.

An isotope shift can probe the mass because $A$ and $B$ now stay fixed. From the scaling formulas, $\kappa\propto m^{1/3}$ and $W\propto m^{-2/3}$; a heavier atom has a smaller energy unit and a smaller $g_{01}$. The oxygen-18 line is predicted at 26.6 cm⁻¹ for fixed neighbours and 27.2 cm⁻¹ for free recoil. The recoil shift is smaller because the silicon term in $1/\mu$ does not change.

The crystal also breaks the assumed isotropy. Threefold symmetry about the axis combined with inversion allows, as the lowest angular term, $Cx^6\cos6\varphi$ in the scaled potential. It changes angular momentum by six and so connects $+3$ with $-3$. The matrix element is $C\langle x^6\rangle_3/2$, and the pair splits by $C\langle x^6\rangle_3$ to first order. The states $l=0,1,2$ have no degenerate partner six units away and shift only from second order.

For an illustrative $C=0.005$, the modulation amplitude on the ring is 0.35 percent of the hump height. The grid gives a splitting of 0.89 cm⁻¹, within 2 percent of the first-order formula, while neither of the first two lines shifts by more than $2.8\times10^{-7}$ eV. The term is meant only for the region the atom visits: beyond $x^2=1/C=200$, far outside the grid, it would outweigh the quartic wall, and higher terms would have to restore the confinement. The actual $C$ is not determined here. A comparison of the third line at the 1 cm⁻¹ level should therefore allow for a doublet, and use its centre if one is resolved.

Temperature strongly affects whether the second and third lines can be seen. The $1\to2$ transition starts from the excited $l=\pm1$ pair, and the $2\to3$ transition from the still higher $l=\pm2$ pair. Boltzmann weights over the model's levels put 0.04 percent of the atoms in the $l=\pm1$ pair at 5 K and 19 percent at 20 K. At 77 K the pair holds 31 percent and the ground state 27 percent, with the rest spread over higher levels. Cooling to a few kelvin suppresses the second and third lines but keeps the first; observing the second or third requires enough warmth to populate its initial state. More warmth does not always help, because net absorption follows the population of the initial state minus that of the final state. For the second line this difference, per state, is 0.090 at 20 K, about 0.13 at 30 to 40 K and 0.079 at 77 K, so the integrated strength of the line first rises and then falls with warming. The selection rule also lets the $l=\pm1$ pair absorb to the first radially excited $l=0$ level. The fit puts this line at 50.2 cm⁻¹, with a squared dipole matrix element about a third of that of $1\to2$; the sextic hump and the hump-free $r^p$ well put it within 0.2 cm⁻¹ of the same place, so it does not decide between them. Transitions from the ground state to radially excited $l=1$ levels survive cooling, but in this model they are weak: the lowest lies near 129 cm⁻¹, with a squared dipole matrix element below 1 percent of that of the first line. These fractions assume thermal equilibrium and the fitted spectrum. The numerical output below gives more digits for the main results.

## Numbers as computed

```
Input line l=0->1: 0.003633 eV = 29.30 cm-1
Input line l=1->2: 0.004687 eV = 37.80 cm-1
Measured ratio of the two lines: 1.2901
Oxygen-16 mass: 15.995 u
Pure quartic, scaled gaps 0->1, 1->2, 2->3: 1.92100 2.22619 2.46633
Pure quartic ratio: 1.1589
Pure quartic B: 0.09902 eV/angstrom^4
Pure quartic prediction l=1->2: 0.004210 eV = 33.95 cm-1
Its error against the input line: -10.2 percent
Pure quartic prediction l=2->3: 0.004664 eV = 37.62 cm-1
Ratio at kappa=-20: 1.0073; at kappa=15: 2.9954
Two-line fit kappa: 1.3826
Two-line fit, scaled gaps: 1.37883 1.77883 2.07089
Energy unit W: 0.002635 eV; length unit s: 0.3150 angstrom
A: -0.03672 eV/angstrom^2; B: 0.26777 eV/angstrom^4
Hump height: 0.001259 eV = 10.16 cm-1
Ring radius of the minimum: 0.2619 angstrom
Ground level above hump top: 0.001697 eV
Rms radius for l=0,1,2: 0.2653 0.3321 0.3776 angstrom
Two-line fit prediction l=2->3: 0.005456 eV = 44.01 cm-1
Rounding of inputs, l=2->3 lower: 0.005442 eV = 43.89 cm-1
Rounding of inputs, l=2->3 upper: 0.005470 eV = 44.12 cm-1
Rounding of inputs, hump height: 0.001201 to 0.001319 eV
Pure sextic prediction l=1->2: 0.004454 eV = 35.93 cm-1
Hard disc prediction l=1->2: 0.004773 eV = 38.50 cm-1
Hard disc prediction l=2->3: 0.005851 eV = 47.19 cm-1
Hump with sextic wall, l=2->3: 0.005541 eV = 44.69 cm-1
Hump with sextic wall, hump height: 0.000654 eV = 5.27 cm-1
Mass with two free silicon neighbours recoiling: 12.450 u
Ring radius with that mass: 0.2968 angstrom
Oxygen-18 line l=0->1, bare mass: 0.003303 eV = 26.64 cm-1
Oxygen-18 line l=0->1, recoil mass: 0.003377 eV = 27.24 cm-1
Sixfold term C: 0.005 (scaled); amplitude on ring / hump: 0.35 percent
Sixfold splitting of l=3: 0.000111 eV = 0.89 cm-1
Largest sixfold shift of first two lines: 2.76e-07 eV
Population at 5 K: l=0 0.99956, l=+-1 together 0.00044
Population at 20 K: l=0 0.79163, l=+-1 together 0.19237
Population at 77 K: l=0 0.27000, l=+-1 together 0.31234
```
